# Momentum and spin of a Volkov electron after a plane-wave pulse

## Problem

A Dirac particle of charge $q$ and $g=2$ meets a classical plane-wave pulse. Units are $\hbar=c=m=1$, the metric is $(+,-,-,-)$, and $\not a=\gamma_\mu a^\mu$. The potential $A^\mu(\varphi)$ depends on $\varphi=k\cdot x$, with $k^2=0$ and $k\cdot A=0$. It vanishes for $\varphi\le0$. Write $\kappa=k\cdot p$, and let a prime denote $d/d\varphi$. The incoming spinor obeys $\not p\,u=u$ and $\bar uu=1$. The Volkov wave is

$$\psi=S\,u\,e^{-ip\cdot x-i\Theta},\qquad S=1+\frac{q\not k\not A}{2\kappa},\qquad \Theta'=\frac{1}{\kappa}\Big(q\,p\cdot A-\frac{q^2A^2}{2}\Big),\qquad \Theta(0)=0.$$

(a) Verify that $\psi$ solves $(i\not\partial-q\not A-1)\psi=0$.

(b) Find the kinetic momentum and the spin four-vector inside the pulse, from $\bar\psi\gamma^\mu\psi$ and $\bar\psi\gamma^\mu\gamma^5\psi$.

(c) Let the net change of potential vanish, so that $A=0$ again for $\varphi\ge\Phi$. Show that momentum and spin return to their initial values. What happens if $A$ ends at a nonzero constant?

(d) An electron ($q=-1$) has $p=(1.5;\,0.5,0,-1)$ and rest-frame spin $\boldsymbol\zeta=(1,0,0)$. The wave has $k=\omega(1;0,0,1)$ and
$$\mathbf A=f(\varphi)\,(2\cos\varphi,\ \sin\varphi,\ 0),\qquad f=\sin^2(\varphi/8),\qquad 0\le\varphi\le8\pi.$$
Find its momentum and spin at the pulse centre.

## Hints

1. From $\not a\not b+\not b\not a=2a\cdot b$ it follows that $\not k\not k=0$ and $\not k\not A=-\not A\not k$. What is $(\not k\not A)^2$?
2. Compute $S\not vS^{-1}$ for an arbitrary four-vector $v$. The case $v=p$ settles (a), and the general case settles (b).
3. In (c), ask whether $S$ depends on the history of the field or on its present value.

## Solution

**(a) The wave equation.** Let $N=q\not k\not A/(2\kappa)$, so $S=1+N$. Since $\not k\not A\not k\not A=-\not k\not k\not A\not A=0$, we have $N^2=0$ and $S^{-1}=1-N$. Therefore

$$S\not vS^{-1}=\not v+[N,\not v]-N\not vN .$$

For the commutator, move $\not v$ to the right:

$$\not v\not k\not A=2(k\cdot v)\not A-\not k\not v\not A=2(k\cdot v)\not A-2(A\cdot v)\not k+\not k\not A\not v .$$

This gives

$$\not vN=N\not v+\frac q\kappa\big[(k\cdot v)\not A-(A\cdot v)\not k\big].$$

Multiply from the left by $N$. The terms $N^2$ and $N\not k\propto\not k\not A\not k=-\not k\not k\not A$ vanish, while $N\not A=qA^2\not k/(2\kappa)$. Thus $N\not vN=q^2A^2(k\cdot v)\not k/(2\kappa^2)$. Together, $S\not vS^{-1}$ is the slashed form of

$$Lv=v+\frac q\kappa\big[k(A\cdot v)-A(k\cdot v)\big]-\frac{q^2A^2(k\cdot v)}{2\kappa^2}\,k. \tag{1}$$

Squaring $S\not vS^{-1}$ gives $(Lv)^2=v^2$, so $L$ is a Lorentz transformation. For $v=p$,

$$\pi\equiv Lp=p-qA+\frac k\kappa\Big(q\,p\cdot A-\frac{q^2A^2}{2}\Big)=p-qA+k\Theta'. \tag{2}$$

Now insert $\psi$ into the Dirac equation. The derivative of the phase contributes $\not p+\not k\Theta'$. The derivative of $S$ contributes $i\not kS'\propto\not k\not k\not A'=0$. What remains is

$$(\not p+\not k\Theta'-q\not A-1)Su=(\not\pi-1)Su=S(\not p-1)u=0,$$

where $\not\pi S=S\not p$ was used.

**(b) Momentum and spin in the pulse.** The Dirac adjoint reverses the order of the matrices: $\gamma^0S^\dagger\gamma^0=1+q\not A\not k/(2\kappa)=1-N=S^{-1}$. Hence $\bar\psi\psi=\bar uu=1$. For any fixed $v$,

$$\bar\psi\not v\psi=\bar u\,S^{-1}\not vS\,u=(L^{-1}v)\cdot(\bar u\gamma u)=(L^{-1}v)\cdot p=v\cdot Lp .$$

Here $\bar u\gamma^\mu u=\tfrac12\bar u(\not p\gamma^\mu+\gamma^\mu\not p)u=p^\mu$, and the last equality holds because $L$ preserves scalar products. So $\bar\psi\gamma^\mu\psi=\pi^\mu$. The matrix $\gamma^5$ commutes with $S$, which contains products of two gamma matrices. The same steps therefore give

$$s(\varphi)=L\,s_{\rm in},\qquad s_{\rm in}^\mu=\bar u\gamma^\mu\gamma^5u .$$

Differentiating (1), with $F^{\mu\nu}=k^\mu A'^\nu-k^\nu A'^\mu$, gives

$$(Lv)'=\frac q\kappa\big[k(A'\cdot v)-A'(k\cdot v)\big]-\frac{q^2(A\cdot A')(k\cdot v)}{\kappa^2}k=\frac q\kappa F(Lv).$$

The last step uses $k\cdot Lv=k\cdot v$ and $A'\cdot Lv=A'\cdot v-(q/\kappa)(A\cdot A')(k\cdot v)$. Since $d\varphi/d\tau=\kappa$ in proper time $\tau$, the case $v=p$ is the Lorentz force law. The spin obeys the same linear equation, which is the content of $g=2$ here.

**(c) After the pulse.** Both $S$ and $L$ depend on the present value of $A$, not on its history. At $A=0$ they equal the identity, so for $\varphi\ge\Phi$

$$\psi=u\,e^{-ip\cdot x-i\Theta(\Phi)},\qquad \pi=p,\qquad s=s_{\rm in}.$$

The whole spinor has returned, apart from a phase that does not depend on the spin. The phase does depend on the history.

If $A$ settles at a constant transverse value $A_f\ne0$, the field is gone but $L(A_f)$ remains. The momentum has then changed by $-qA_f$ across the wave, together with the part along $k$ in (2). The condition for the return of the momentum, and of an arbitrary spin, is thus $\int F\,d\varphi=0$. By (1), only a special spin with $k\cdot s_{\rm in}=0$ and $A_f\cdot s_{\rm in}=0$ is left unchanged by $L(A_f)$. The derivation also assumes a prescribed external field: emission of radiation and its recoil would change the final momentum.

**A particle initially at rest** shows the size of the excursion. Let its spin point along the propagation direction $\mathbf n$, and put $\mathbf b=q\mathbf A$. Equation (1) gives

$$\pi=\Big(1+\frac{b^2}2;\ -\mathbf b+\frac{b^2}2\mathbf n\Big),\qquad s=\Big(-\frac{b^2}2;\ \mathbf b+\Big(1-\frac{b^2}2\Big)\mathbf n\Big).$$

The rest-frame spin follows from the boost formula $\boldsymbol\zeta=\mathbf s-\boldsymbol\pi s^0/(\pi^0+1)$:

$$\boldsymbol\zeta=\frac{4\mathbf b+(4-b^2)\mathbf n}{4+b^2},\qquad \tan\frac\theta2=\frac b2 ,$$

with $\theta$ the tilt from $\mathbf n$. In a weak field $\theta\approx|q\mathbf A|$, of first order, while the momentum along $\mathbf n$ is of second order. Both vanish with $A$.

**(d) Numbers.** Momenta are in units of $mc$. At $\varphi=4\pi$ the envelope is 1 and $A=(0;2,0,0)$. Then $\kappa=2.5\,\omega$, $p\cdot A=-1$ and $A^2=-4$. With $q=-1$ the bracket in (2) is $1+2=3$, and

$$\pi=(1.5;0.5,0,-1)+(0;2,0,0)+\frac{3}{2.5}(1;0,0,1)=(2.7;\,2.5,0,0.2).$$

The energy has risen from 0.7665 MeV to 1.3797 MeV.

The incoming spin four-vector follows from $s^0=\mathbf p\cdot\boldsymbol\zeta=0.5$ and $\mathbf s=\boldsymbol\zeta+\mathbf p\,s^0/(p^0+1)$, so $s_{\rm in}=(0.5;1.1,0,-0.2)$. Hence $k\cdot s_{\rm in}/\kappa=0.7/2.5=0.28$ and $A\cdot s_{\rm in}=-2.2$. With $k/\kappa=0.4\,(1;0,0,1)$, equation (1) reads

$$s=s_{\rm in}+(0.88+0.224)(1;0,0,1)+0.28\,(0;2,0,0)=(1.604;\,1.66,0,0.904).$$

The boost to the rest frame uses $s^0/(\pi^0+1)=1.604/3.7$ and yields $\boldsymbol\zeta=(0.576,0,0.817)$. The spin has turned by $54.8^\circ$ at the centre. At $\varphi=8\pi$, where $f=0$, momentum and spin are again $(1.5;0.5,0,-1)$ and $(1,0,0)$. The frequency has cancelled from these results.

## Variation 1: a wave packet

*What does the phase $\Theta(\Phi)$ do to a packet of positive-energy waves?*

Before the pulse, let the amplitudes be $c_r(\mathbf p)$, with $r$ the spin index. By linearity each plane wave becomes its Volkov wave, and afterwards

$$c_r(\mathbf p)\to e^{-i\Theta_{\mathbf p}(\Phi)}c_r(\mathbf p).$$

The momentum density is unchanged. The mean of the Dirac spin matrix $\boldsymbol\Sigma$ combines amplitudes of equal $\mathbf p$, so the phases cancel and it returns too. The position does not: $e^{i\Theta}(i\nabla_p)e^{-i\Theta}=i\nabla_p+\nabla_p\Theta$, so the packet is displaced by $\langle\nabla_p\Theta\rangle$ relative to free motion.

For the pulse in (d), the part of $\Theta$ linear in $A$ integrates to zero, because $f$ contains the frequencies 0 and $1/4$, and $\cos\varphi$ is orthogonal to both. In the quadratic part $\cos^2\varphi$ and $\sin^2\varphi$ each average to $1/2$ against $f^2$, and $\int f^2d\varphi=3\pi$. Thus

$$\Theta(\Phi)=\frac{1}{\kappa}\cdot\frac12\cdot\frac{4+1}{2}\cdot3\pi=\frac{15\pi}{4\,\omega(E-p_z)},\qquad \frac{\partial\Theta}{\partial p_z}=\frac{15\pi}{4\,\omega E(E-p_z)} .$$

Take $\omega=1$, sharp $p_x=0.5$ and $p_y=0$, and a Gaussian distribution of $p_z$ with mean $-1$ and standard deviation $1/6$, which makes the packet about 3 wide in $z$. Averaging over its momenta gives a displacement of $3.206\,\hbar/(mc)$. Direct integration of the time-dependent Dirac equation, by a Fourier split-step method on a grid, gives 3.207. In that solution every momentum component has rest-frame spin along $x$, and the packet starts at its narrowest 25 units ahead of the pulse front. $\langle\Sigma_x\rangle$ is 0.735 before and after the pulse and falls to about 0.58 on the way. That minimum depends on how far the packet has spread when the pulse arrives: it is 0.57 if the packet is narrowest at the front and 0.59 if it starts 60 units ahead.

The choice $\omega=1$ is a numerical convenience, not a realistic case. It means a 511 keV wave whose peak field is about twice the critical field $m^2c^3/(e\hbar)$, and about five times in the electron's rest frame. There, even a classical estimate of radiation reaction lowers $k\cdot p$ by more than 20 %, so a real electron would not return. At optical frequencies with the same $|qA|$ that estimate drops to about $10^{-6}$, and the displacement grows as $1/\omega$.

## Variation 2: $g\ne2$

*Let $g=2(1+a)$. Does the spin still return?*

Add the Pauli term $-\frac{aq}{4}\sigma_{\mu\nu}F^{\mu\nu}\psi$ to the left side of the Dirac equation, with $\sigma_{\mu\nu}=\frac i2[\gamma_\mu,\gamma_\nu]$. For the plane wave, $\sigma_{\mu\nu}F^{\mu\nu}=2i\not k\not A'$. Replace $u$ in the Volkov wave by $w(\varphi)$ with $\not pw=w$. Because $\not kS=S\not k=\not k$ and $\not k\not A'S=S\not k\not A'=\not k\not A'$, the equation reduces to

$$\not k\Big(w'-\frac{aq}2\not A'w\Big)=0. \tag{3}$$

Let $P=(\not p+1)/2$. From $\not p\not k=2\kappa-\not k\not p$ one finds $P\not kP=\kappa P$, so multiplying (3) by $P$ gives

$$w'=\frac{aq}{2\kappa}P\not k\not A'w .$$

This also suffices for (3). Call the left side of (3) $z$. Then $Pz=0$, so $\not pz=-z$, and $\not kz=0$. It follows that $2\kappa z=(\not p\not k+\not k\not p)z=0$.

In the initial rest frame $k=\kappa(1;\mathbf n)$, and a multiple of $k$ can be added to $A$ to make $A^0=0$ without changing $\not k\not A'$. Between upper components $\not k\not A'$ becomes $-i\kappa\,\boldsymbol\sigma\cdot(\mathbf n\times\mathbf A')$. The spin $\boldsymbol\zeta$ of $w$ therefore precesses:

$$\boldsymbol\zeta'=\boldsymbol\Omega\times\boldsymbol\zeta,\qquad \boldsymbol\Omega=aq\,\mathbf n\times\mathbf A' .$$

For linear polarization the axis is fixed and the total angle is $aq\int A'd\varphi=0$. The spin returns for any $a$, so $g=2$ is sufficient but not necessary. The momentum returns as well, since $\not pw=w$ keeps the current equal to $\pi$.

For other polarizations, put $\mathbf W=aq\,\mathbf n\times\mathbf A$, which vanishes at both ends. Iterating the precession equation to second order in $a$ leaves $\int\boldsymbol\Omega\times(\mathbf W\times\boldsymbol\zeta)\,d\varphi$. Subtracting half the integral of the total derivative $[\mathbf W\times(\mathbf W\times\boldsymbol\zeta)]'$ turns this into

$$\Delta\boldsymbol\zeta=\frac12\int(\boldsymbol\Omega\times\mathbf W)\times\boldsymbol\zeta\,d\varphi=-(aq)^2\mathcal A\;\mathbf n\times\boldsymbol\zeta,\qquad \mathcal A=\frac12\int\mathbf n\cdot(\mathbf A\times\mathbf A')\,d\varphi .$$

At second order in $a$ the leftover rotation measures the signed area enclosed by the potential; a loop of zero net area, such as a figure eight, can still leave a turn of order $a^3$. The formula requires $|aqA|\ll1$ and also a small accumulated angle, $(aq)^2|\mathcal A|\ll1$; the second condition can fail in a long pulse even when the first holds. The boost to the rest frame merely rotates the transverse part of $A$, so $\mathcal A$ may be computed in the laboratory.

For the pulse in (d), $\mathcal A=\int f^2d\varphi=3\pi=9.425$. Boosting $k$ to the rest frame gives $\mathbf n=(-0.28,0,0.96)$, hence $|\mathbf n\times\boldsymbol\zeta|=0.96$. The electron's measured anomaly, $a=1.1597\times10^{-3}$, leaves $|\Delta\boldsymbol\zeta|=1.217\times10^{-5}$. This treats $a$ as a constant coupling and is not a full radiative calculation. For $g=2.4$, Runge–Kutta integration of the equation for $w$ gives a final turn of 0.355 rad; the leading formula gives $0.04\times9.425\times0.96=0.36$.
